\section*{The Berezin-Li-Yau bound for electrons in a cube and sphere}

\section{Problem}

Let $\Omega$ be a nonempty open set in three dimensions with finite volume $V$. The operator $-\nabla^2$ on $\Omega$, with functions required to vanish at the boundary (Dirichlet condition), has discrete eigenvalues $\lambda_1\le\lambda_2\le\dots$ and orthonormal eigenfunctions $u_j$. Define
\[
S_N=\sum_{j=1}^{N}\lambda_j .
\]
\begin{enumerate}
\item Estimate by scaling how $S_N$ depends on $N$ and $V$.
\item Find the largest constant $c$ for which $S_N\ge cN^{5/3}V^{-2/3}$ holds for every such $\Omega$ and every $N\ge1$. Can equality occur? What does the bound say about noninteracting electrons with two spin states, and how is it related to Thomas-Fermi theory?
\item Put 20 such electrons into a cube, and then into a sphere, each of volume $1000$ bohr$^3$. Compare their ground-state energies with the estimate and with the bound.
\end{enumerate}
Energies are in hartree atomic units, where an electron in $u_j$ has energy $\lambda_j/2$.

\section{First estimate by scaling}

If all lengths are multiplied by $s$, each eigenvalue is multiplied by $s^{-2}$ and the volume by $s^3$. For a fixed shape, $S_N$ is therefore proportional to $V^{-2/3}$.

For the dependence on $N$, give each orbital a cubic cell of its own, with volume $V/N$ and side $\ell=(V/N)^{1/3}$. The lowest Dirichlet function of the cell is a product of three half sine waves, with eigenvalue $3\pi^2/\ell^2$. Adding $N$ such values gives
\begin{equation}
S_N^{\rm cell}=N\,\frac{3\pi^2}{\ell^2}=3\pi^2\,\frac{N^{5/3}}{V^{2/3}} .
\label{cell}
\end{equation}
The powers are plausible, but the coefficient rests on an arbitrary picture. Orthogonality does not require orbitals to occupy separate regions: they can share the whole volume and be orthogonal through their nodes.

\section{Exact solution}

\subsection{Momentum distribution}

Extend each $u_j$ by zero outside $\Omega$ and define
\[
\hat u_j(\mathbf k)=\frac{1}{(2\pi)^{3/2}}\int_\Omega e^{-i\mathbf k\cdot\mathbf r}u_j(\mathbf r)\,d^3r,
\qquad
F(\mathbf k)=\sum_{j=1}^N|\hat u_j(\mathbf k)|^2 .
\]
The Dirichlet condition means that $u_j$ is a limit of smooth functions supported inside $\Omega$, with convergence of both the functions and their gradients in the mean square. Extending those smooth functions by zero creates no jump, so the extended $u_j$ also has a square-integrable gradient, which is zero outside $\Omega$. The transform of this gradient is $i\mathbf k\hat u_j$. Plancherel's theorem then gives
\begin{equation}
\int F\,d^3k=N,\qquad
\int k^2F\,d^3k=\sum_{j=1}^N\int_\Omega|\nabla u_j|^2d^3r=S_N .
\label{moments}
\end{equation}

There is also a cap on $F$. On $\Omega$, the plane wave $e_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}$ has squared norm $\int_\Omega 1\,d^3r=V$. Since $\hat u_j(\mathbf k)=(2\pi)^{-3/2}\langle e_{\mathbf k},u_j\rangle$, Bessel's inequality for the orthonormal $u_j$ gives
\begin{equation}
0\le F(\mathbf k)=\frac{1}{(2\pi)^3}\sum_{j=1}^N|\langle e_{\mathbf k},u_j\rangle|^2\le M,
\qquad M=\frac{V}{(2\pi)^3}.
\label{cap}
\end{equation}
This is the phase-space limit of one orbital per volume $(2\pi)^3$, here as an inequality at each $\mathbf k$.

\subsection{Filling the lowest momenta}

The smallest second moment allowed by the cap is reached by filling a ball. Let $G=M$ for $k<K$ and $G=0$ for $k\ge K$, with $K$ fixed by $\int G\,d^3k=N$:
\begin{equation}
\frac{V}{8\pi^3}\,\frac{4\pi K^3}{3}=\frac{VK^3}{6\pi^2}=N,
\qquad K=\left(\frac{6\pi^2N}{V}\right)^{1/3}.
\label{K}
\end{equation}
For $k<K$, both $k^2-K^2$ and $F-G=F-M$ are nonpositive. For $k\ge K$, both $k^2-K^2$ and $F-G=F$ are nonnegative. Hence $(k^2-K^2)(F-G)\ge0$ everywhere. Integration gives
\begin{equation}
0\le\int(k^2-K^2)(F-G)\,d^3k
=S_N-\int k^2G\,d^3k ,
\label{gap}
\end{equation}
because the terms with $K^2$ cancel: $F$ and $G$ have the same integral $N$. The remaining integral is
\[
\int k^2G\,d^3k=4\pi M\int_0^Kk^4dk=\frac{4\pi MK^5}{5}
=\frac35K^2\,\frac{4\pi MK^3}{3}=\frac35K^2N .
\]

Equality would require the nonnegative integrand in \eqref{gap} to vanish almost everywhere, and hence $F=G$ almost everywhere. By the Cauchy-Schwarz inequality, $\int_\Omega|u_j|\,d^3r\le V^{1/2}$, so each $\hat u_j$ is the transform of an integrable function and is continuous. Thus $F$ is continuous and cannot agree almost everywhere with $G$, which jumps from $M$ to zero at $k=K$. Therefore
\begin{equation}
S_N>\frac35K^2N=c\,\frac{N^{5/3}}{V^{2/3}},
\qquad c=\frac35(6\pi^2)^{2/3}.
\label{BLY}
\end{equation}
This is the Berezin-Li-Yau inequality in three dimensions. It needs no smooth, convex or connected domain.

\subsection{No larger constant is possible}

For a cube of side $L$, the eigenvalues are $\pi^2|\mathbf n|^2/L^2$, with positive integers $n_x,n_y,n_z$. Fill all orbitals with $|\mathbf n|\le R$. The points $\mathbf n/R$ form a grid of spacing $1/R$ in one octant of the unit ball, so Riemann sums give, as $R\to\infty$,
\[
\frac{N}{R^3}\to\frac18\,\frac{4\pi}{3}=\frac{\pi}{6},
\qquad
\frac{1}{R^5}\sum|\mathbf n|^2\to\frac{4\pi}{8}\int_0^1x^4dx=\frac{\pi}{10}.
\]
Thus $S_N\sim\pi^3R^5/(10L^2)$. From \eqref{K}, $K\sim\pi R/L$, and the right side of \eqref{BLY} is asymptotically
\[
\frac35\,\frac{\pi^2R^2}{L^2}\,\frac{\pi R^3}{6}=\frac{\pi^3R^5}{10L^2}.
\]
The ratio of the two sides tends to one, so $c$ cannot be increased.

\subsection{Electrons and the Thomas-Fermi value}

Let $N_e$ electrons fill the lowest levels, with $N_\uparrow$ and $N_\downarrow$ electrons in the two spin states. With $S_0=0$, \eqref{BLY} gives
\[
E=\frac12(S_{N_\uparrow}+S_{N_\downarrow})
>\frac{c}{2V^{2/3}}\left(N_\uparrow^{5/3}+N_\downarrow^{5/3}\right)
\ge\frac{c}{2V^{2/3}}\,2\left(\frac{N_e}{2}\right)^{5/3}.
\]
The last step is the convexity of $x^{5/3}$, and it covers odd $N_e$. Collecting factors,
\[
c\,2^{-5/3}=\frac35(6\pi^2)^{2/3}\,2^{-2/3}\,\frac12=\frac{3}{10}(3\pi^2)^{2/3}\equiv C,
\]
so that
\begin{equation}
E>E_{\rm TF}=C\,\frac{N_e^{5/3}}{V^{2/3}} .
\label{electrons}
\end{equation}
The Thomas-Fermi kinetic functional is $T_{\rm TF}[\rho]=C\int_\Omega\rho^{5/3}d^3r$. For the uniform density $\rho=N_e/V$ it equals $CV(N_e/V)^{5/3}=E_{\rm TF}$. By Jensen's inequality,
\[
\frac1V\int_\Omega\rho^{5/3}d^3r\ge\left(\frac1V\int_\Omega\rho\,d^3r\right)^{5/3}
=\left(\frac{N_e}{V}\right)^{5/3},
\]
so this is the least value of $T_{\rm TF}$ at given $N_e$ and $V$. Inequality \eqref{electrons} concerns this least value. It does not compare $E$ with $T_{\rm TF}$ of the true density.

\subsection{Twenty electrons}

Ten orbitals are doubly occupied, so $E=2\cdot\frac12S_{10}=S_{10}$ numerically. From \eqref{K}, $K=0.83975$ bohr$^{-1}$, and
\[
E_{\rm TF}=\frac35(0.83975)^2\cdot10=4.231\ \text{hartree}\quad(115.1\ \text{eV}).
\]

The cube has side $10$ bohr. Its ten lowest orbitals have $|\mathbf n|^2=3$ once and $6$, $9$ and $11$ three times each, from the permutations of $(2,1,1)$, $(2,2,1)$ and $(3,1,1)$. The sum is $3+18+27+33=81$, and
\[
E_{\rm cube}=\frac{81\pi^2}{100}=7.994\ \text{hartree}\quad(217.5\ \text{eV}).
\]

In a sphere of radius $a$, separation of variables gives the regular solutions $j_l(\kappa r/a)Y_{lm}$. The boundary condition is $j_l(\kappa)=0$, the eigenvalue is $(\kappa/a)^2$, and each level holds $2l+1$ orbitals. The ten lowest orbitals have $\kappa=3.14159$ ($l=0$), $4.49341$ ($l=1$), $5.76346$ ($l=2$) and $6.28319$ ($l=0$). With $a=6.2035$ bohr,
\[
\sum\kappa^2=3.14159^2+3(4.49341)^2+5(5.76346)^2+6.28319^2=276.01,
\]
\[
E_{\rm sphere}=\frac{276.01}{(6.2035)^2}=7.172\ \text{hartree}\quad(195.2\ \text{eV}).
\]
For this sphere, $T_{\rm TF}$ of the true density is $5.840$ hartree, above the uniform value, as Jensen's inequality requires. Here it also lies below $E_{\rm sphere}$, which the proof above does not imply.

\section{Comparison}

\subsection{The scaling estimate}

The cell estimate \eqref{cell} has the same powers as the sharp bound, but its coefficient is larger by
\[
\frac{3\pi^2}{c}=3.248 .
\]
For 20 electrons it gives $3.248\times4.231=13.74$ hartree, above both computed energies. For one orbital in a cube the cell is the whole domain and the estimate is exact. For many orbitals in a cube it is too large by a factor that tends to $3.248$, since $S_N$ approaches the bound. When the $N$ cubic cells fit into the domain, as in a cube with $N=m^3$, the cell functions are orthonormal trial functions, so $S_N\le S_N^{\rm cell}$ by the variational principle: confining each orbital to its own cell costs kinetic energy that shared, extended orbitals avoid. The estimate is not an upper bound for every shape. In a flat box of $20\times20\times2.5$ bohr$^3$, the ten lowest orbitals all have $n_z=1$ and their values of $n_x^2+n_y^2$ add up to $100$, so $S_{10}=10\pi^2/2.5^2+100\pi^2/20^2=18.26$ hartree, above $13.74$.

\subsection{Where the excess over the bound comes from}

Equation \eqref{gap} expresses the excess through the difference between $F$ and the filled ball. For the ten sphere orbitals, the largest $F/M$ on the computed momentum grid is $0.76$, and $42\%$ of the integral of $F$ lies outside $k=K$. The low momenta are underfilled and the missing weight sits at higher $k$.

For large $N$ the excess can be estimated from the walls. Near a flat wall at $z=0$, the modes vary as $\sin p_zz$, and the density of all modes with wavenumber below $k$ is
\[
\int_{p<k}\frac{d^3p}{(2\pi)^3}\left[1-\cos(2p_zz)\right].
\]
The cosine term is the loss caused by the wall. Integrating it over $0<z<Z$ gives the factor $\sin(2p_zZ)/(2p_z)$, which acts as $(\pi/2)\delta(p_z)$ for $Z\to\infty$. The disk $p_z=0$ has area $\pi k^2$, so the loss per unit wall area is $\pi k^2(\pi/2)/(8\pi^3)=k^2/(16\pi)$. With surface area $A$, the number of levels below $k$ is approximately
\[
N(k)\approx\frac{Vk^3}{6\pi^2}-\frac{Ak^2}{16\pi}.
\]
To hold the same $N$, the highest wavenumber must rise from $K$ to $K+\delta$, where to first order
\[
\frac{VK^2}{2\pi^2}\,\delta=\frac{AK^2}{16\pi},\qquad \delta=\frac{\pi A}{8V}.
\]
The sum is $\int k^2dN=Vk^5/(10\pi^2)-Ak^4/(32\pi)$ at the highest wavenumber. Its first-order change is
\[
\frac{VK^4}{2\pi^2}\,\delta-\frac{AK^4}{32\pi}
=\frac{AK^4}{16\pi}-\frac{AK^4}{32\pi}=\frac{AK^4}{32\pi}.
\]
Division by $\frac35K^2N=VK^5/(10\pi^2)$ gives
\begin{equation}
\frac{S_N}{\frac35K^2N}\approx1+\frac{5\pi}{16}\,\frac{A}{VK}.
\label{surface}
\end{equation}
This is a leading-order estimate for $KV/A\gg1$. It ignores edges, corners and curvature, and is not part of the theorem. The computed ratios, with \eqref{surface} in parentheses, are:

\begin{center}
\begin{tabular}{rcc}
$N$ & cube & sphere\\
\hline
1 & 3.248 (2.511) & 2.813 (2.218)\\
10 & 1.889 (1.701) & 1.695 (1.565)\\
100 & 1.366 (1.326) & 1.293 (1.262)\\
10000 & 1.072 (1.070) & 1.058 (1.057)
\end{tabular}
\end{center}

At equal volume the sphere has the smallest surface, so its leading excess is smaller than the cube's. The approach to one is slow because the correction falls as $1/K$, that is, as $N^{-1/3}$. The numerical check tests the inequality for every $N$ up to 173836 in the cube and 14341 in the sphere.

\subsection{Where the bound fails}

The Dirichlet condition is essential. If the normal derivative vanishes at the walls instead (Neumann condition), the cube's integers may also be zero. The ten lowest values of $|\mathbf n|^2$ are $0,1,1,1,2,2,2,3,4,4$, with sum $20$. Twenty electrons then have energy $20\pi^2/100=1.974$ hartree, below $E_{\rm TF}=4.231$ hartree. The cap \eqref{cap} still holds, but the second relation in \eqref{moments} does not: the constant Neumann function, for example, jumps at the wall when extended by zero, and $\int k^2F\,d^3k$ diverges instead of giving the eigenvalue sum.

\section*{Computed values}
\begin{verbatim}
electrons: 20, doubly occupied orbitals: 10
volume: 1000.0 bohr^3
cube side: 10.0000 bohr
sphere radius: 6.2035 bohr
Fermi wavenumber K: 0.83975 1/bohr
sum of |n|^2 over ten cube orbitals: 81
sphere shell l=0: Bessel zero 3.14159, orbitals 1
sphere shell l=1: Bessel zero 4.49341, orbitals 3
sphere shell l=2: Bessel zero 5.76346, orbitals 5
sphere shell l=0: Bessel zero 6.28319, orbitals 1
sum of squared zeros, ten orbitals: 276.0075
energy, uniform TF: 4.23109 hartree = 115.13 eV
energy, cube: 7.99438 hartree = 217.54 eV
energy, sphere: 7.17211 hartree = 195.16 eV
ratio cube/TF: 1.8894
ratio sphere/TF: 1.6951
TF functional of true sphere density: 5.83955 hartree
energy, Neumann cube: 1.97392 hartree
sphere, largest F/M on k grid: 0.75991
sphere, fraction of F outside K: 0.41668
sphere, integral of F: 9.999993 orbitals
sphere, kinetic integral / eigenvalue sum: 1.0000105
largest relative finite-difference deviation: 3.9e-06
orbitals | cube ratio, estimate | sphere ratio, estimate
     1 | 3.24815, 2.51124 | 2.81346, 2.21806
    10 | 1.88944, 1.70146 | 1.69510, 1.56537
   100 | 1.36594, 1.32559 | 1.29270, 1.26242
  1000 | 1.15936, 1.15112 | 1.12780, 1.12181
 10000 | 1.07187, 1.07015 | 1.05784, 1.05654
cube ratio at 100000 orbitals: 1.03293
surface coefficient 5 pi/16: 0.98175
cube: coefficient from 10000 orbitals 1.00594
cube: orbital numbers tested 1 to 173836, least ratio 1.02733
sphere: coefficient from 10000 orbitals 1.00429
sphere: orbital numbers tested 1 to 14341, least ratio 1.05121
\end{verbatim}
